\section*{A deep level need not follow its nearest band edge}

\section{Definitions and conventions}

Energies are one-electron energies in eV, measured from the conduction edge of the unperturbed host. This zero stays fixed when the host changes, so a moving edge and a moving level are referred to the same energy.

The host is a simple cubic lattice of $N$ sites with periodic boundaries. Each site carries a valence orbital and a conduction orbital, labelled $n=v,c$, which form separate bands $e_v(\mathbf k)$ and $e_c(\mathbf k)$. A nondegenerate impurity orbital $|d\rangle$ of energy $e_d$ is added at site $0$, as for an interstitial impurity, and is coupled to the two host orbitals there by real matrix elements $V_v$ and $V_c$. Angle brackets denote the mean over the Brillouin zone, $\langle f\rangle=N^{-1}\sum_{\mathbf k}f(\mathbf k)$. The diagonal Green function of band $n$ on one site is
\begin{equation}
G_n(E)=\left\langle\frac{1}{E-e_n}\right\rangle .
\end{equation}
Every state of the band enters this mean.

Unless stated otherwise, $e_d$, $V_v$, $V_c$ and the host orbitals stay fixed while the band energies change. Lattice relaxation and charge feedback are left out. The depth of a level at energy $E$ is the lowest conduction energy minus $E$.

\section{The belief and its appeal}

The belief is this: a level 0.30 eV below the conduction edge belongs to that edge, so if strain or alloying lowers the edge by 0.10 eV, the level falls by 0.10 eV and its depth is unchanged.

There are sound reasons to be tempted. The depth of a level is, by definition, a distance from an edge. A state built from Bloch waves in a narrow region around the band minimum does move with the minimum, provided all energies in that region shift equally. Moreover, perturbation theory contains energy denominators, and the nearest edge has the smallest one. The last argument is incomplete, because it counts the strength of each state's contribution but not the number of states. In three dimensions the density of states vanishes at an ordinary band edge.

\section{The level equation}

Write the bound state as
\begin{equation}
|\psi\rangle=A_d|d\rangle+\sum_{n,\mathbf k}A_{n\mathbf k}|n\mathbf k\rangle .
\end{equation}
A Bloch state has amplitude $1/\sqrt N$ on site $0$, so its coupling to $|d\rangle$ is $V_n/\sqrt N$. Projecting the Schrödinger equation on the Bloch states and on $|d\rangle$ gives
\begin{align}
(E-e_n(\mathbf k))A_{n\mathbf k}&=\frac{V_n}{\sqrt N}A_d,\\
(E-e_d)A_d&=\sum_{n,\mathbf k}\frac{V_n}{\sqrt N}A_{n\mathbf k}.
\end{align}
For $E$ in the gap no denominator vanishes, and the first line gives
\begin{equation}
A_{n\mathbf k}=\frac{V_n}{\sqrt N}\,\frac{A_d}{E-e_n(\mathbf k)} .
\label{amp}
\end{equation}
If $A_d$ were zero, all amplitudes would vanish, so $A_d\neq0$. Inserting (\ref{amp}) in the second line and dividing by $A_d$ yields
\begin{equation}
E=e_d+\Delta(E),\qquad \Delta(E)=V_v^2G_v(E)+V_c^2G_c(E).
\label{level}
\end{equation}
In the gap $G_v>0$ and $G_c<0$: valence states push the level up and conduction states push it down.

Define $S_n=\langle(E-e_n)^{-2}\rangle$. Since $dG_n/dE=-S_n$, the function $E-e_d-\Delta(E)$ has slope
\begin{equation}
D=1+V_v^2S_v+V_c^2S_c>1 .
\end{equation}
It crosses zero at most once, so this model has at most one level in the gap.

Normalization fixes the composition of the state. From (\ref{amp}), $\sum_{\mathbf k}|A_{n\mathbf k}|^2=V_n^2S_n|A_d|^2$, and hence
\begin{equation}
Z=|A_d|^2=\frac1D,\qquad W_n=\frac{V_n^2S_n}{D},\qquad Z+W_v+W_c=1 .
\label{shares}
\end{equation}
Here $Z$ is the share of the $d$ orbital and $W_n$ that of band $n$.

Equations (\ref{level}) and (\ref{shares}) were tested by diagonalizing the real-space Hamiltonian of a periodic cell of 512 sites, for the unperturbed host and three of the changed hosts below. With the zone means taken over the same 512 wavevectors, level energies agreed within $1.6\times10^{-15}$ eV and shares within $1.4\times10^{-15}$.

\section{What a host change does}

Let the bands become $e_n+\lambda g_n(\mathbf k)$, and write $E'=dE/d\lambda$. Differentiating (\ref{level}) at $\lambda=0$ gives
\begin{equation}
E'=-\sum_nV_n^2\left\langle\frac{E'-g_n}{(E-e_n)^2}\right\rangle
=-E'\sum_nV_n^2S_n+\sum_nV_n^2\left\langle\frac{g_n}{(E-e_n)^2}\right\rangle .
\end{equation}
Collecting the terms in $E'$ on the left produces the factor $D$. With $\delta e_n=\lambda g_n$, the first-order shift is
\begin{equation}
\delta E=Z\sum_nV_n^2\left\langle\frac{\delta e_n}{(E-e_n)^2}\right\rangle .
\label{shift}
\end{equation}
By (\ref{amp}) this is $\sum_{n,\mathbf k}|A_{n\mathbf k}|^2\delta e_n(\mathbf k)$, the expectation value of the change in the Hamiltonian. If $e_d$ also changes, the same differentiation adds $Z\,\delta e_d$.

The edge shift is one value of $\delta e_c$ among all those averaged. Three cases show what this means.

\emph{Rigid shift of one band.} If every conduction energy moves by $\eta$, then $\delta E=W_c\eta$. The level follows in part, because its $d$ and valence shares have not moved.

\emph{Valley splitting.} Let three equivalent valleys lie at the points $X_x,X_y,X_z$, and take
\begin{equation}
\delta e_c=\frac{\eta}{4}\left(\cos k_x+\cos k_y-2\cos k_z\right),
\end{equation}
with $\mathbf k$ in units of the inverse lattice spacing. At $X_z=(0,0,\pi)$ the shift is $\eta$; at the other two points it is $-\eta/2$. The weight $(E-e_c)^{-2}$ has cubic symmetry, so the three cosines have equal weighted means and (\ref{shift}) vanishes. The edge falls at first order, moving by $\eta$ for $\eta<0$ and by $-\eta/2$ for $\eta>0$, but the level has no first-order shift.

At second order, use
\begin{equation}
\frac{1}{E-e-\delta e}=\frac1{E-e}+\frac{\delta e}{(E-e)^2}+\frac{\delta e^2}{(E-e)^3}+\dots
\end{equation}
The middle term averages to zero, leaving
\begin{equation}
\delta E\simeq ZV_c^2\left\langle\frac{\delta e_c^2}{(E-e_c)^3}\right\rangle<0,
\end{equation}
since $E<e_c$. The level falls slightly for either sign of $\eta$.

\emph{Common shift.} If $e_v$, $e_c$ and $e_d$ all move by $s$, replacing $E$ by $E+s$ leaves (\ref{level}) unchanged. The level then follows the edge exactly, along with everything else.

\section{Where the edge regains control}

Let the depth $b=-E$ tend to zero. Near each minimum,
\begin{equation}
e_c\simeq\tfrac12\left[Lq_l^2+T(q_{t1}^2+q_{t2}^2)\right],
\end{equation}
where $L$ and $T$ are the longitudinal and transverse curvatures. Substituting $p_l=\sqrt L\,q_l$ and $p_t=\sqrt T\,q_t$ gives a Jacobian $1/(T\sqrt L)$. The singular part of $S_c$ from three valleys is therefore
\begin{align}
S_c&\simeq\frac{3}{T\sqrt L}\,\frac{1}{2\pi^2}\int_0^\infty\frac{4p^2\,dp}{(p^2+2b)^2}
=\frac{3}{T\sqrt L}\,\frac{2}{\pi^2}\,\frac{\pi}{4\sqrt{2b}}=\frac{c}{\sqrt b},\\
c&=\frac{3}{2\pi\sqrt2\,T\sqrt L}.
\end{align}
The energy scale of the integral is $b$, but its tail is long, since the integrand falls only as $1/p^2$: half of the weight lies within about $5b$ of the edge, and 90 per cent only within about $160b$. As $b\to0$, $S_c$ diverges while $S_v$ stays finite, so $W_c\to1$ and the conduction share gathers at the minima. For a small equal shift of all valleys, the slope $dE/d\eta$ tends to one. For split valleys the symmetry argument holds at any depth, so the first-order shift stays zero: in the model below, a level 10 meV deep falls by only 0.3 meV when the lowest valley falls by 5 meV. The quadratic law needs $|\eta|\ll b$: the same level falls by 1.4 meV when the valley falls by 10 meV and by 2.4 meV at 12 meV, and by 15 meV the valley has overtaken it and no level remains in the gap.

The approach is slow. To leading order,
\begin{equation}
1-W_c\simeq K\sqrt b,\qquad K=\frac{1+V_v^2S_v}{V_c^2c}.
\end{equation}
Even here the level does not follow indefinitely. If the conduction band is lowered rigidly by $u$, the depth changes as $db/du=-(1-W_c)\simeq-K\sqrt b$, which integrates to $\sqrt b=\sqrt{b_0}-Ku/2$. The depth reaches zero at the finite lowering $u=2\sqrt{b_0}/K$, where the level enters the band. This holds for the short-range impurity of the model. A centre that is charged once the electron has left has a Coulomb tail, and it keeps a hydrogenic level that follows a common shift of the valleys, about 30 meV deep in silicon in the effective-mass approximation. In that approximation, without coupling between valleys, each valley binds its own level, so under valley splitting the lowest level follows the lowest valley; the vanishing first-order shift applies only to a nondegenerate state symmetric in the valleys.

\section{A numerical counterexample}

Take, with $C_i=\cos k_i$,
\begin{align}
e_v&=-1.1-2.0\,(3-C_x-C_y-C_z),\\
e_c&=a+B+B(C_xC_y+C_yC_z+C_zC_x)-a(C_x+C_y+C_z),
\end{align}
in eV, with $a=1.6$ eV and $B=1.2$ eV. Both expressions are linear in each cosine separately, so their extrema lie where all cosines are $\pm1$. The valence top is at $\Gamma$, the conduction minima are at the three $X$ points, and the gap is 1.1 eV. Expansion about $X$ gives $T=a=1.6$ eV and $L=2B-a=0.8$ eV.

The couplings are $V_v=2.0$ eV and $V_c=1.5$ eV. The level is placed at $E=-0.300$ eV, where $\Delta=-0.4333$ eV, so $e_d=-0.3000+0.4333=0.1333$ eV. The shares are
\begin{equation}
Z=0.483,\qquad W_v=0.085,\qquad W_c=0.432 .
\end{equation}
Of the conduction share, a fraction 0.33 comes from states within 0.5 eV of the edge. That is $0.33\times0.432\approx0.14$ of the whole state. The nearest states have the largest individual weights, but most of the state lies elsewhere.

Now change the host in four ways, with $e_d$ and the couplings fixed. The first three lower the conduction edge by 100 meV; the fourth raises the whole valence band by 100 meV. The second change is largest at the valleys:
\begin{equation}
\delta e_c=\frac{\eta}{8}\left[(1+C_x)(1+C_y)(1-C_z)+\text{two cyclic terms}\right].
\end{equation}
It equals $\eta$ at each $X$ point and zero at $\Gamma$. Solving (\ref{level}) afresh gives, in meV:
\begin{center}
\begin{tabular}{lrrr}
Host change & Edge & Level & Eq.~(\ref{shift})\\
Conduction band down & $-100$ & $-44.8$ & $-43.2$\\
Valleys down & $-100$ & $-29.5$ & $-28.0$\\
Valleys split & $-100$ & $-1.9$ & $0.0$\\
Valence band up & $0$ & $+8.8$ & $+8.5$
\end{tabular}
\end{center}
The first linear value is $0.4318\times(-100)=-43.2$ meV. Three equal edge shifts give three different level shifts, so the edge shift alone cannot determine the level. In the last row the level moves although its nearest edge is still. For the split valleys, 5 and 10 per cent of the full change give $-4.21$ and $-16.90$ $\mu$eV, a ratio of 4.02 before rounding, as expected of a second-order shift.

The near-edge law can be put to numbers as well. Here $c=0.236$ eV$^{-3/2}$. The difference of $S_c$ between depths of 5 and 20 meV, computed by a zone sum, is 1.014 times the value from $c/\sqrt b$. The conduction share rises from 0.43 at a depth of 0.30 eV to 0.60 at 0.10 eV and 0.83 at 0.01 eV. Even 10 meV below the edge, about a sixth of the state is not conduction-like. Using $1+V_v^2S_v=(Z+W_v)/Z\approx1.18$ from the deeper level gives $K\approx1.18/(2.25\times0.236)\approx2.2$ eV$^{-1/2}$. At 10 meV the law is only approximate: $K\sqrt b\approx0.22$, against $1-0.83=0.17$. By this leading-order law, a level 10 meV deep would enter the band after a rigid lowering of roughly 0.1 eV.

\section{Consequence for thermal emission}

Suppose the capture coefficient and the valley masses stay fixed. Detailed balance then makes the electron emission rate proportional to a sum of Boltzmann factors over valleys. If valley $j$ shifts by $\delta_j$, the rate changes by the factor
\begin{equation}
R=\frac13\sum_{j=1}^3\exp\left[-\frac{\delta_j-\delta E}{k_BT}\right].
\end{equation}
For the split valleys at 300 K, $k_BT=25.85$ meV and
\begin{equation}
R=\tfrac13\left[e^{98.15/25.85}+2e^{-51.85/25.85}\right]\approx14.9 .
\end{equation}
If the level rode down with the lowest valley, the result would be 0.34: the depth would be unchanged, but two of the three valleys would have moved away. The belief thus predicts a slower emission where the model gives a faster one, and the two rates differ by a factor of about 45. At 400 K the factor is 5.9. The splitting term also changes the curvatures of the lowest valley, to $T=1.625$ eV and $L=0.85$ eV; allowing for this lowers both factors, and the value from the belief, by about 5 per cent. For the rigid conduction-band shift $R$ is 8.5 at 300 K, against 1 from the belief.

\section{How far this carries to silicon}

The gap is close to that of silicon, but the impurity parameters are chosen for illustration and describe no particular metal. With a rough shear deformation potential of 9 eV and $C_{12}/C_{11}\approx0.39$, a biaxial tension of 1 per cent in a (001) plane moves the lowest valleys by about $-107$ meV relative to the valley mean, so the chosen 100 meV is realistic. Silicon has six valleys inside the zone, not three on its boundary; under this strain two fall and four rise, the same proportion as here. If each model site takes the volume of one primitive cell of silicon, the lattice spacing $\ell$ is about 0.34 nm. The model masses $\hbar^2/(L\ell^2)$ and $\hbar^2/(T\ell^2)$ are then 0.81 and 0.41 $m_e$, less anisotropic than silicon's. With $a=3.40$ eV and $B=2.05$ eV they become 0.93 and 0.19 $m_e$. For a level reset to the same depth, the rigid-band shift is then $-31.4$ meV and the splitting shift $-1.2$ meV. With only three valleys, this second set has half of silicon's density of states at the edge, whereas the first set happens to match it, so the second set is not simply the closer one.

The assumption of a fixed $d$ energy matters a good deal. If $e_d$ alone fell by 100 meV, the level would fall by 49 meV. If $e_d$ and the conduction band both fell by 100 meV, (\ref{shift}) with the added $d$ term would give $-(0.483+0.432)\times100\approx-91$ meV. A level seen to track an edge need not, therefore, be made of edge states.

Strain also changes the couplings. If they scale as the inverse 7/2 power of bond length, the average dilation reduces them by 1.4 per cent. This raises the level by 6 meV, or by 16 meV if $V_c$ alone changes. Both exceed the 1.9 meV found for valley splitting, whose sign should therefore not be carried over to a real impurity; the contrast with a 100 meV edge shift survives these changes of coupling. A rough Coulomb feedback, with a repulsion of 2 eV acting on the changed $d$ occupation of the filled valence states, raises the level by about 0.5 meV for the rigid conduction shift. For the valence shift the rise is 5 meV, which is not small beside 8.8 meV. These are one-step figures with both spins at the same $d$ energy, as for an empty level. For a singly occupied level, a self-consistent treatment with separate $d$ energies for the two spins gives rises of about 1.5 and 2.6 meV instead. If an electron of the opposite spin also occupies the level, its $d$ share counts too. Under the rigid conduction shift $Z$ falls by 0.030, and a self-consistent treatment moves the level by about $-62$ meV instead of $-45$ meV. Under the valence shift the two contributions nearly cancel, leaving $+7.6$ meV instead of $+8.8$ meV. Under valley splitting the shift grows from $-1.9$ to $-4.6$ meV.

A transition-metal level can be orbitally degenerate, and shear can then split it linearly. For a triplet whose partners couple oddly to neighbours along one axis, the model gives shifts of $+1.3$ meV for two partners and $-4.7$ meV for the third; the first-order shift of their centre is zero. That coupling vanishes at the $X$ points, so the splitting is not an upper limit for silicon, whose valleys lie elsewhere. Finally, a measured charge-transition level is a difference of total energies and includes relaxation and many-electron terms that this model cannot size. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
Gap 1.10 eV; valence width 12.0 eV; conduction width 11.2 eV
Hopping parameters: valence 2.0, conduction a 1.6, B 1.2 eV
Couplings V_v 2.00 eV, V_c 1.50 eV
Level -0.300 eV from edge; d orbital energy e_d 0.1333 eV
Self-energy at level -0.4333 eV
Shares: d 0.4829, valence 0.0853, conduction 0.4318
Part of conduction share within 0.5 eV of edge: 0.33
whole conduction band down: edge -100.0 meV, level -44.76 meV, linear -43.18 meV
conduction valleys down: edge -100.0 meV, level -29.50 meV, linear -28.02 meV
valleys split, lowest down: edge -100.0 meV, level -1.85 meV, linear -0.00 meV
whole valence band up: edge 0.0 meV, level 8.78 meV, linear 8.53 meV
whole conduction band down: new depth 0.2448 eV
conduction valleys down: new depth 0.2295 eV
valleys split, lowest down: new depth 0.2019 eV
whole valence band up: new depth 0.2912 eV
Emission ratio, rigid: 8.47 (300 K), 4.97 (400 K); edge rule 1.00 (300 K)
Emission ratio, valleys: 15.29 (300 K), 7.73 (400 K); edge rule 1.00 (300 K)
Emission ratio, shear: 14.94 (300 K), 5.90 (400 K); edge rule 0.34 (300 K)
Emission ratio, valence: 1.40 (300 K), 1.29 (400 K); edge rule 1.00 (300 K)
Shear shift at 5 % and 10 % of full change: -4.21, -16.90 micro-eV
Supercell: 512 sites; largest level error 1.6e-15 eV, share error 1.4e-15
Conduction share at binding 0.30 eV: 0.432
Conduction share at binding 0.10 eV: 0.601
Conduction share at binding 0.01 eV: 0.828
Near-edge coefficient c 0.2359 eV^-3/2; sum/law 1.0138
Rough strain 1.0 %, shear potential 9.0 eV, C12/C11 0.39: edge -107 meV
Coupling change -1.42 %: level 5.99 meV (both), 15.75 meV (V_c only)
d reference moved -100 meV: level -49.32 meV
Coulomb feedback, rigid, U 2.0 eV: d occupation change 0.00055, level about 0.53 meV
Coulomb feedback, shear, U 2.0 eV: d occupation change 0.00000, level about 0.00 meV
Coulomb feedback, valence, U 2.0 eV: d occupation change 0.00548, level about 5.29 meV
Model masses: longitudinal 0.81, transverse 0.41 m_e
Sharper anisotropy: a 3.40, B 2.05 eV; masses 0.93, 0.19 m_e
Its level shifts (meV): rigid -31.36, valleys -20.93, shear -1.17, valence 10.85
Triplet under shear: x,y partners 1.27 meV, z partner -4.68 meV, centre -0.71 meV
\end{verbatim}
